# Vacancy-Band Dispersion in Small Supercells and Its Exponential Decay

**Q.** I have been modelling an electron trap in a gate oxide, with one defect per cubic cell of edge 1.0 nm. The defect level is not flat: it disperses by 246 meV across the Brillouin zone, and its wavefunctions have equal weight in every cell. I conclude that the trap state is delocalised.

**A.** Delocalised in which system? Your calculation describes an infinite crystal of defects, 1 nm apart. Its eigenstates do extend over the whole crystal, as Bloch's theorem requires for any spacing $L$, so equal weight in every cell tells you nothing about one defect alone. The dispersion tells you that an electron can pass from cell to cell. Localised orbitals with overlapping tails allow that too.

**Q.** Then how do I distinguish overlapping tails from a state that was never bound?

**A.** By how the width changes with $L$. Take the simplest model with a definite answer: one electron, a parabolic isotropic host band of mass $m$, fixed atoms, and a neutral defect with a short-range spherical potential $V_0(r)$. Energies are measured from the host band edge. Suppose that the isolated defect has a nondegenerate s-like bound state $\phi$, real and normalised, at depth $E_b$:

$$(T+V_0)\phi=-E_b\phi,\qquad T=-\frac{\hbar^2}{2m}\nabla^2 .$$

Outside the potential this reads $\nabla^2\phi=\kappa^2\phi$, whose decaying spherical solution is

$$\phi=A\frac{e^{-\kappa r}}{r},\qquad \kappa=\frac{\sqrt{2mE_b}}{\hbar}.$$

Now put a defect at every site $\mathbf R$ of a simple cubic lattice, with $V_{\mathbf R}(\mathbf r)=V_0(|\mathbf r-\mathbf R|)$:

$$\Big(T+\sum_{\mathbf R}V_{\mathbf R}\Big)\psi_{\mathbf k}=E_{\mathbf k}\psi_{\mathbf k}.$$

**Q.** Could I not simply assume a tight-binding band?

**A.** You could, but then the coupling would be an unexplained parameter. Multiply the periodic equation by $\phi$ and integrate over all space. The integrals converge, because $\phi$ decays and $\psi_{\mathbf k}$ is bounded. For the same reason no surface term survives when $T$ is moved onto $\phi$, so

$$\int\phi\,(T+V_0)\psi_{\mathbf k}\,d^3r=\int[(T+V_0)\phi]\,\psi_{\mathbf k}\,d^3r=-E_b\int\phi\,\psi_{\mathbf k}\,d^3r .$$

Subtracting this from the projected periodic equation leaves

$$(E_{\mathbf k}+E_b)\int\phi\,\psi_{\mathbf k}\,d^3r=\sum_{\mathbf R\ne0}\int\phi\,V_{\mathbf R}\,\psi_{\mathbf k}\,d^3r .$$

Nothing has been approximated yet. Every term on the right samples the home orbital $\phi$ inside the potential of another defect, where it has already decayed.

This identity can be tested while the band is still broad. For the model at $L=1.0$ nm, its two integrals give a zone-centre shift of $-0.134651$ eV. Diagonalising the supercell Hamiltonian gives the same value to the digits shown.

**Q.** But $\psi_{\mathbf k}$ is still unknown.

**A.** Here large $L$ enters. Shift the integration variable by $\mathbf R$ and use $\psi_{\mathbf k}(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi_{\mathbf k}(\mathbf r)$:

$$\int\phi V_{\mathbf R}\psi_{\mathbf k}\,d^3r=e^{i\mathbf k\cdot\mathbf R}\int\phi(\mathbf r+\mathbf R)V_0(r)\psi_{\mathbf k}(\mathbf r)\,d^3r .$$

Near the home defect, $\psi_{\mathbf k}$ tends to $\phi$ as the neighbours recede, if it is normalised to match there. The corrections are neighbouring tails. The overlap $\int\phi\psi_{\mathbf k}\,d^3r$ likewise tends to 1. Since the right-hand side is already exponentially small, these corrections enter at second order in the tails. To leading order,

$$E_{\mathbf k}+E_b\simeq\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}\int\phi(\mathbf r+\mathbf R)V_0(r)\phi(r)\,d^3r .$$

**Q.** That integral still seems to depend on every detail of the potential.

**A.** Its dependence on distance separates out. Since $V_0\phi$ is spherical, we need the average of the distant tail over the directions of $\mathbf r$. Call the average of $e^{-\kappa|\mathbf r+\mathbf R|}/|\mathbf r+\mathbf R|$ by the name $f(r)$. For $r<R$ the tail obeys $\nabla^2 g=\kappa^2g$, so its average obeys $(rf)''=\kappa^2 rf$. The solution regular at the origin is proportional to $\sinh(\kappa r)/r$, and $f(0)=e^{-\kappa R}/R$ fixes the constant:

$$f(r)=\frac{e^{-\kappa R}}{R}\,\frac{\sinh\kappa r}{\kappa r}.$$

What remains is an integral over the isolated defect. Put $u=r\phi$. The isolated equation becomes

$$u''-\kappa^2u=\frac{2m}{\hbar^2}V_0u .$$

Multiply by $\sinh\kappa r$ and integrate from 0 to a radius $b$ outside the potential. Two integrations by parts on the left give

$$\big[u'\sinh\kappa r-\kappa u\cosh\kappa r\big]_0^b=\frac{2m}{\hbar^2}\int_0^b V_0u\sinh\kappa r\,dr .$$

The lower limit vanishes because $u(0)=0$ and $\sinh0=0$. At the upper limit $u=Ae^{-\kappa b}$ and $u'=-\kappa u$, so the bracket is

$$-\kappa Ae^{-\kappa b}(\sinh\kappa b+\cosh\kappa b)=-\kappa A .$$

The radial integral is therefore $-\hbar^2\kappa A/(2m)$. Restoring the solid angle,

$$\int V_0\phi\,\frac{\sinh\kappa r}{\kappa r}\,d^3r=\frac{4\pi}{\kappa}\int_0^bV_0u\sinh\kappa r\,dr=-\frac{2\pi\hbar^2A}{m}.$$

The distant orbital supplies another factor $A$, and we obtain

$$E_{\mathbf k}\simeq-E_b-\frac{2\pi\hbar^2A^2}{m}\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}\frac{e^{-\kappa R}}{R}.$$

A Gaussian well, such as the one in your model, has no sharp edge, but it falls off faster than any exponential. The same expression then holds with an error that is negligible once $L$ is several times the well's range.

**Q.** And the bandwidth?

**A.** Keep the six nearest neighbours. They pair into cosines:

$$E_{\mathbf k}\simeq-E_b-2J(\cos k_xL+\cos k_yL+\cos k_zL),\qquad J=\frac{2\pi\hbar^2A^2}{m}\frac{e^{-\kappa L}}{L}.$$

The bottom is $-E_b-6J$ at the zone centre. The top is $-E_b+6J$ at the corner $(\pi/L)(1,1,1)$. Thus $W=12J$. Define the dimensionless number $\gamma=2\pi A^2/\kappa$ and use $\hbar^2\kappa^2/m=2E_b$:

$$\boxed{W\simeq 24\,\gamma E_b\,\frac{e^{-\kappa L}}{\kappa L}}$$

The orbital's probability outside the radius $L/2$ is

$$P=4\pi A^2\int_{L/2}^{\infty}e^{-2\kappa r}\,dr=\frac{2\pi A^2}{\kappa}e^{-\kappa L}=\gamma e^{-\kappa L},$$

so $W\simeq(24E_b/\kappa L)\,P$. The large prefactor explains how a compact orbital can produce a conspicuous band.

**Q.** Put my trap into it.

**A.** Its depth is 1.5 eV and its mass is 0.5 electron masses. The potential is a Gaussian $e^{-(r/0.15\ \mathrm{nm})^2}$ with a fitted depth of 17.3 eV. That depth is a device for placing the level, not a property of an oxide. These inputs give $\kappa=4.437$ nm$^{-1}$ and $\gamma=2.588$. At 1.0 nm,

$$W\simeq\frac{24(2.588)(1.5\ \mathrm{eV})(0.01183)}{4.437}=0.248\ \mathrm{eV}.$$

Your diagonalised value is 0.246 eV. Yet the isolated orbital has a root-mean-square radius of 0.24 nm, and 3.1% of its probability lies beyond 0.5 nm. The band you found is what this bound state produces at that spacing.

With the defect held fixed and the cell enlarged, the widths are:

| $L$ (nm) | diagonalised $W$ (meV) | formula (meV) |
|---:|---:|---:|
| 0.5 | 4561 | 4569 |
| 1.0 | 245.6 | 248.5 |
| 1.5 | 18.08 | 18.02 |
| 2.0 | 1.472 | 1.470 |
| 2.5 | 0.1280 | 0.1280 |

The slope of $\ln(WL)$ between 1.5 and 2.5 nm gives a decay constant of 4.440 nm$^{-1}$. The isolated level gave 4.437 nm$^{-1}$.

**Q.** The formula even works at 0.5 nm, where you called it asymptotic.

**A.** That agreement is accidental. At 0.5 nm the centre lies 2.05 eV below the isolated level and the corner 2.51 eV above it. Both shifts exceed the binding energy, and the corner is 1.01 eV above the host edge. A first-order expansion in small tails has no authority there, and its nearest-neighbour form, used for the formula, would have made the two shifts equal.

From 2.0 nm upward the small excess over the formula can be traced. Second neighbours contribute equally at the centre and the corner, so they cancel in $W$. The eight third neighbours, at distance $\sqrt3L$, have opposite phases at those points and add a fraction

$$\frac{16e^{-\sqrt3\kappa L}/(\sqrt3L)}{12e^{-\kappa L}/L}=0.77\,e^{-0.732\kappa L}.$$

This is 0.12% at 2.0 nm and 0.023% at 2.5 nm. The observed excesses are 0.10% and 0.022%. At smaller spacings this term is not enough. It gives 0.59% at 1.5 nm against an observed 0.31%, and 3.0% at 1.0 nm, where the diagonalised width lies 1.2% below the formula. There the neglected higher-order terms are comparable with it, so the close match at 1.0 nm owes something to cancellation.

**Q.** What would the widths have done if my first conclusion had been right?

**A.** Suppose that the defect is too weak to bind. In the limit of vanishing potential, the lowest band runs from zero energy at the centre to $\hbar^2k^2/2m$ at the corner, where $k^2=3\pi^2/L^2$:

$$W_{\rm free}=\frac{3\pi^2\hbar^2}{2mL^2}.$$

For a concrete case, keep the Gaussian range and reduce the depth tenfold, to 1.734 eV. This well has no bound state. Hardy's inequality says that the mean kinetic energy is at least the mean of $\hbar^2/(8mr^2)$, and here $\hbar^2/8m=0.0190$ eV nm². The largest value of $r^2|V_0|$ is $(1.734\ \mathrm{eV})(0.15\ \mathrm{nm})^2/e=0.0144$ eV nm², where $e$ is the base of natural logarithms. The attraction therefore never outweighs the kinetic energy.

The diagonalised widths are 2.09 eV at 1.0 nm and 0.535 eV at 2.0 nm, against free-band values of 2.26 and 0.564 eV. They are smaller because the corner state, a product of three cosines, concentrates density at the defect and is lowered more than the uniform centre state. Doubling $L$ reduces this width by a factor of 3.9. For your bound trap the same doubling reduces it by a factor of 167.

**Q.** So two cell sizes settle the matter?

**A.** They can, if both satisfy $\kappa L\gg1$. A shallow level has a small $\kappa$, and its tails may overlap strongly in every cell you can afford. Its width has then not reached the exponential regime, and a modest decrease does not show that it is unbound. The derivation also needs a level inside the gap. A resonance inside a host band has propagating tails, so this argument gives it no exponential law.

**Q.** If I can afford just one moderately large cell, must I accept the dispersion error in the level?

**A.** Not all of it. At the zone centre the error is about $-6J$. At $\mathbf k=(\pi/2L)(1,1,1)$ each nearest-neighbour cosine is zero, and so are the second- and third-neighbour sums, because each of their terms contains such a cosine. The first surviving term of the lattice sum comes from the six sites at distance $2L$, each with phase $-1$:

$$\Delta E\simeq+\frac{2\pi\hbar^2A^2}{m}\,\frac{6e^{-2\kappa L}}{2L}=3Je^{-\kappa L}.$$

This is an estimate of scale, because the neglected second-order terms are equally small. At 1.5 nm it gives 0.006 meV, and diagonalisation gives a few thousandths of a meV, while the full width is 18 meV. Sampling this point improves the level energy. It does not decide whether the state is bound.

**Q.** The trap is meant to resemble an oxygen vacancy in hafnia. A parabolic band seems doubtful for a level so far from the edge.

**A.** It is, and the correction makes the tails longer. In a symmetric two-band model with gap $E_g$ and energy $\varepsilon$ measured from midgap,

$$\varepsilon^2=\frac{E_g^2}{4}+E_g\frac{\hbar^2q^2}{2m}.$$

Near the upper edge this reproduces the parabolic band of mass $m$. Insert $\varepsilon=E_g/2-E_b$ and $q=i\kappa_2$. The left side minus $E_g^2/4$ is $-E_b(E_g-E_b)$, so

$$\kappa_2^2=\frac{2mE_b}{\hbar^2}\Big(1-\frac{E_b}{E_g}\Big).$$

For $E_g=5.8$ eV this gives $\kappa_2=3.82$ nm$^{-1}$. A two-band chain of period 0.1 nm with one altered site per supercell, diagonalised at two supercell lengths, gives 3.80 nm$^{-1}$. The decay remains exponential, with a rate set by the host's evanescent states at the level energy. With the prefactor held fixed, the change raises the coupling at 1.0 nm by a factor of 1.85.

**Q.** How far, then, can I carry these numbers to a real gate stack?

**A.** The depth, mass and gap are rough values for a hafnia-like trap, and the spherical orbital is a simplification of a real vacancy. The model also assumes a trap that is neutral when empty. A neutral oxygen vacancy is different: removing one of its electrons leaves a positive core, which makes the tail longer. At fixed depth and prefactor, changing the mass by $-20\%$ or $+20\%$ multiplies the 1.0 nm tail factor by 1.60 or 0.65. A mass of 0.2 electron masses would multiply it by 5.1. The defect spacing changes the width far more than this. A 1.0 nm cell means $10^{21}$ defects per cm³. At a rough film density of $10^{19}$ cm$^{-3}$ a regular cubic array would have a spacing of 4.64 nm, where the formula gives $W\approx5\times10^{-9}$ eV. The two-band tail raises this by a factor of about 17, still far below the thermal energy of 0.026 eV at 300 K. Real vacancies are disordered, however, and the exponential favours close pairs. For random positions at this density the mean distance to the nearest neighbour is only about 2.6 nm, where $J$ is of order $10^{-5}$ eV. That is still far below the thermal energy. Yet about 4% of such randomly placed vacancies have a neighbour within 1 nm, where $J$ is about 20 meV or more. The width of the regular array is therefore neither a scale for the coupling of real vacancies nor a band to look for.

A field of 1 MV/cm shifts neighbouring levels 1 nm apart by 100 meV, compared with $W/12=20$ meV in your cell, so even that dense array would be strongly disturbed. Direct tunnelling from the trap into the host band is negligible at this field: with the parabolic tail, the exponent in the escape probability $e^{-S}$ is $S\approx89$, and the two-band tail lowers it only to 81.5. This holds for a low field only. The parabolic exponent scales as $\sqrt m$ divided by the field, so at 4 MV/cm it is about 22, and about 14 for a mass of 0.2 electron masses. At 1 MV/cm the path is also 15 nm long. In a thinner film the electron may reach an electrode first, if empty states are available there at its energy. For a trap 2 nm from the electrode, the parabolic exponent is only about 17. The model leaves out atomic relaxation and electron correlation, which can move the level and hence change $\kappa$.

**Q.** And if the vacancy is charged? Will a flat band at least tell me that the cell is large enough?

**A.** No. With a rough electronic dielectric constant of 4.5, the Coulomb energy of two unit charges 1 nm apart is 0.32 eV, and it falls as $1/L$. The level can therefore still be shifting after its dispersion has become negligible.

The tail depends on the charge that remains when the electron is removed. Even a neutral oxygen vacancy then leaves a positive unit charge, which attracts the electron. Outside the short-range potential, the radial equation becomes $u''=(\kappa^2-2\kappa\nu/r)u$, whose decaying solution behaves as $r^{\nu}e^{-\kappa r}$ at large $r$, with $\nu=0.47$ for the depth, mass and dielectric constant of this model. Between $L=1$ and 2 nm, this power multiplies the orbital density at the midpoint between defects by about 1.8 relative to the neutral tail, a little below the asymptotic value $2^{2\nu}=1.9$. The exponential multiplies it by 0.012. The charge slows the decay without removing it.

**Q.** Then my 246 meV is a property of the 1 nm array, and I need the larger cells before I say anything about the trap.

**A.** Yes. For this model, the larger cells show a bound state. The numerical output gives the band energies behind the widths quoted here.

## Computed results

```
Trap depth Eb = 1.50 eV
Mass = 0.50 electron masses; gap = 5.80 eV
Gaussian range = 0.150 nm; fitted depth = 17.344 eV
hbar^2/m = 0.15240 eV nm^2
Decay constant kappa = 4.4368 nm^-1
Tail amplitude A = 1.3519 nm^-1/2; gamma = 2.5880
Isolated orbital rms radius = 0.2411 nm
Probability outside 0.5 nm = 3.063 percent
L = 0.5 nm: centre = -3.554453 eV, corner = 1.006547 eV
  computed W = 4561 meV; formula W = 4568.8 meV; computed/formula = 0.99830
L = 1.0 nm: centre = -1.634651 eV, corner = -1.389092 eV
  computed W = 245.56 meV; formula W = 248.5 meV; computed/formula = 0.98815
L = 1.5 nm: centre = -1.509705 eV, corner = -1.491627 eV
  computed W = 18.078 meV; formula W = 18.022 meV; computed/formula = 1.00309
L = 2.0 nm: centre = -1.500761 eV, corner = -1.499289 eV
  computed W = 1.4719 meV; formula W = 1.4704 meV; computed/formula = 1.00103
L = 2.5 nm: centre = -1.500065 eV, corner = -1.499937 eV
  computed W = 0.12799 meV; formula W = 0.12796 meV; computed/formula = 1.00022
Decay constant from computed widths = 4.4397 nm^-1
Projection identity shift at 1 nm = -0.134651 eV
Direct centre shift at 1 nm = -0.134651 eV
Special-point level error at 1.5 nm = 0.00424 meV
Weak unbound well depth = 1.7344 eV
Unbound case L = 1.0 nm: W = 2.08972 eV; free-band W = 2.25618 eV
Unbound case L = 1.5 nm: W = 0.93960 eV; free-band W = 1.00275 eV
Unbound case L = 2.0 nm: W = 0.53461 eV; free-band W = 0.56405 eV
Unbound width power from 1 to 2 nm = -1.9667
Two-band decay constant = 3.8202 nm^-1
Two-band chain decay constant = 3.7974 nm^-1
Two-band tail factor at 1 nm = 1.853
Tail factor at 1 nm for mass times 0.8 = 1.597
Tail factor at 1 nm for mass times 1.2 = 0.655
Rough electronic dielectric constant = 4.5
Screened Coulomb energy at 1 nm = 0.3200 eV
Coulomb tail power nu for unit charge = 0.4732
Coulomb width-ratio factor, 1 to 2 nm = 1.927
Exponential width factor, 1 to 2 nm = 0.01183
Potential drop over 1 nm at 1 MV/cm = 0.100 eV
Neighbour coupling W/12 at 1 nm = 20.463 meV
Field tunnelling exponent at 1 MV/cm = 88.74
Thermal energy at 300 K = 25.852 meV
Defect density for L = 1 nm = 1.00e+21 cm^-3
Spacing at 1.0e+19 cm^-3 = 4.642 nm
Formula width at that spacing = 5.150e-09 eV
```
